# Hubbard U, lithium voltages and phase separation in a two-site model: a program that tests the result

```python
"""
Result under test: in a two-site model of a lithium host, the +U energy
(U/2) sum n(1-n) raises the average voltage only through fractional d occupation
of the delithiated phase, and raises the formation energy of the half-lithiated
phase by penalising averaged valence.
Symbols (energies in eV): U Hubbard parameter; K spurious curvature of the
semilocal functional; D = U - K; delta d level above ligand level; v d-ligand
coupling; t d-d hopping; w mixing energy per formula unit (f.u.) at x = 1/2;
n d occupation; P = sum n(1-n) per f.u.; E_f formation energy per f.u. at x = 1/2.
A cell has two f.u. and holds 2, 3, 4 electrons at x = 0, 1/2, 1.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar
from pyscf import dft, gto

HARTREE = physical_constants["Hartree energy in eV"][0]
K = 4.0
DELTA, V_PD, T_NARROW, T_WIDE, W_MIX = 2.0, 1.0, 0.1, 0.3, 0.08


@lru_cache(maxsize=None)
def ground(electrons, U, t=T_NARROW, v=V_PD, delta=DELTA):
    """Lowest determinant energy of the cell and its two d occupations."""
    D = U - K
    # orbital order: d_A, ligand_A, d_B, ligand_B
    h = np.array([[delta, -v, -t, 0], [-v, 0, 0, 0],
                  [-t, 0, delta, -v], [0, 0, -v, 0]], dtype=float)
    if electrons == 4:
        return np.trace(h), (1.0, 1.0)

    def density(x):
        X = x.reshape(4, electrons)
        S_inv = np.linalg.inv(X.T @ X)
        return X, S_inv, X @ S_inv @ X.T

    def energy_and_gradient(x):
        X, S_inv, rho = density(x)
        n = np.diag(rho)[[0, 2]]
        energy = np.sum(h * rho) + 0.5 * D * np.sum(n * (1 - n))
        F = h.copy()
        F[0, 0] += 0.5 * D * (1 - 2 * n[0])
        F[2, 2] += 0.5 * D * (1 - 2 * n[1])
        FX = F @ X
        return energy, (2 * (FX - rho @ FX) @ S_inv).ravel()

    rng = np.random.default_rng(3)
    best = None
    for shift in (0.0, 0.5, 4.0):      # symmetric and charge-ordered starts
        h_start = h.copy()
        h_start[0, 0] -= shift
        X0 = np.linalg.eigh(h_start)[1][:, :electrons]
        X0 = X0 + 0.03 * rng.standard_normal(X0.shape)
        res = minimize(energy_and_gradient, X0.ravel(), jac=True,
                       method="BFGS", options={"gtol": 1e-9})
        if best is None or res.fun < best.fun:
            best = res
    n = np.diag(density(best.x)[2])[[0, 2]]
    return best.fun, (max(n), min(n))


def penalty(electrons, U, **kw):
    n = np.array(ground(electrons, U, **kw)[1])
    return np.sum(n * (1 - n)) / 2


def voltage(U, **kw):
    """Average voltage in V, up to a constant independent of U."""
    return (ground(2, U, **kw)[0] - ground(4, U, **kw)[0]) / 2


def formation(U, w=W_MIX, **kw):
    E0, Eh, E1 = [ground(N, U, **kw)[0] for N in (2, 3, 4)]
    return w + (Eh - 0.5 * (E0 + E1)) / 2


# --- Curvature of a real semilocal functional: one electron on two protons ---
distance = 6.0
mol = gto.M(atom=f"H 0 0 0; H 0 0 {distance}", basis="cc-pvtz",
            charge=1, spin=1, verbose=0)
h_core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
orbitals = eigh(h_core, mol.intor("int1e_ovlp"))[1]
left = (orbitals[:, 0] + orbitals[:, 1]) / np.sqrt(2)
right = (orbitals[:, 0] - orbitals[:, 1]) / np.sqrt(2)
ks = dft.UKS(mol)
ks.xc = "pbe"
ks.small_rho_cutoff = 0
ks.grids.build()


def h2plus(n):
    """Exact (in the basis) and PBE energy in eV with weight n on one site."""
    c = np.sqrt(n) * left + np.sqrt(1 - n) * right
    dm = np.outer(c, c)
    exact = c @ h_core @ c + mol.energy_nuc()
    pbe = ks.energy_tot(dm=np.array([dm, np.zeros_like(dm)]))
    return exact * HARTREE, pbe * HARTREE


integer, quarter, half = h2plus(1.0), h2plus(0.25), h2plus(0.5)
exact_gain = half[0] - integer[0]
pbe_gain = half[1] - integer[1]
error_half = pbe_gain - exact_gain
error_quarter = (quarter[1] - integer[1]) - (quarter[0] - integer[0])
assert abs(exact_gain) < 0.05 and pbe_gain < -1.0
shape_ratio = error_quarter / error_half
assert abs(shape_ratio - 0.75) < 0.08      # a parabola n(1-n) gives 0.75

# --- Closed solution without ligand coupling against direct minimisation ---
bare = dict(v=0.0, delta=5.0)


def closed_formation(D, t, w):
    return w - t / 2 + D / 8 if D <= 2 * t else w - t**2 / (2 * D)


for D in (-1.0, 0.1, 0.5, 1.5):
    numeric = formation(K + D, **bare)
    assert abs(numeric - closed_formation(D, T_NARROW, W_MIX)) < 1e-6
assert abs(voltage(5.0, **bare) - voltage(3.0, **bare)) < 1e-6

W_SMALL = 0.015
bare_thresholds = []
for w, D_c in ((W_MIX, 4 * T_NARROW - 8 * W_MIX),
               (W_SMALL, T_NARROW**2 / (2 * W_SMALL))):
    root = brentq(lambda U: formation(U, w=w, **bare), 3.0, 5.5, xtol=1e-6)
    assert abs(root - (K + D_c)) < 1e-3
    bare_thresholds.append(root)

# --- Delithiated phase: determinant search against one-variable minimum ---
for U in (1.0, 6.0):
    one_unit = minimize_scalar(
        lambda n: DELTA * n - 2 * V_PD * np.sqrt(n * (1 - n))
        + 0.5 * (U - K) * n * (1 - n), bounds=(0, 1), method="bounded",
        options={"xatol": 1e-10})
    assert abs(ground(2, U, t=0.0)[0] / 2 - one_unit.fun) < 1e-6

# --- Slopes with U: finite differences of energies against occupations ---
step = 0.01
for U in (2.0, 6.0):
    P0, Ph, P1 = [penalty(N, U) for N in (2, 3, 4)]
    slope_V = (voltage(U + step) - voltage(U - step)) / (2 * step)
    slope_F = (formation(U + step) - formation(U - step)) / (2 * step)
    assert abs(slope_V - 0.5 * (P0 - P1)) < 1e-4
    assert abs(slope_F - 0.5 * (Ph - 0.5 * (P0 + P1))) < 1e-4
U_grid = np.linspace(0, 4, 9)
integrated = simpson([0.5 * penalty(2, float(U)) for U in U_grid], x=U_grid)
shift_at_K = voltage(4.0) - voltage(0.0)
assert abs(integrated - shift_at_K) < 1e-4

# --- Reversed covalency: empty ligand orbital above d, electrons 0 -> 2 ---
reverse_shift = -(ground(2, 4.0, delta=-DELTA)[0]
                  - ground(2, 0.0, delta=-DELTA)[0]) / 2
assert shift_at_K > 0.05 and reverse_shift < -0.05

# --- Worked example: trends, thresholds and exceptions ---
U_values = (0.0, 2.0, 4.0, 6.0)
rows = []
for U in U_values:
    E0, Eh, E1 = [ground(N, U)[0] / 2 for N in (2, 3, 4)]
    Eh += W_MIX
    mean = E0 - E1
    first, second = -(Eh - E0) / 0.5, -(E1 - Eh) / 0.5
    E_f = formation(U)
    assert abs(first - (mean - 2 * E_f)) < 1e-8
    assert abs(second - (mean + 2 * E_f)) < 1e-8
    rows.append((U, voltage(U) - voltage(0.0), ground(2, U)[1][0],
                 *ground(3, U)[1], penalty(2, U), penalty(3, U), E_f,
                 first - mean, second - mean))
assert all(a[1] < b[1] for a, b in zip(rows, rows[1:]))
assert all(a[7] < b[7] for a, b in zip(rows, rows[1:]))
assert rows[0][7] < 0 < rows[-1][7]
assert rows[0][3] - rows[0][4] < 1e-3      # averaged valence at U = 0
assert rows[-1][3] - rows[-1][4] > 0.5     # disproportionated at U = 6

U_c_narrow = brentq(formation, 1.0, 6.0, xtol=1e-6)
U_c_wide = brentq(lambda U: formation(U, t=T_WIDE), 1.0, 6.0, xtol=1e-6)
assert U_c_narrow < K < U_c_wide
n_at_threshold = ground(3, U_c_narrow)[1]
assert n_at_threshold[0] - n_at_threshold[1] < 1e-2
W_ORDER = -0.02
ordering = [formation(U, w=W_ORDER) for U in U_values]
assert max(ordering) < 0

print("Stretched H2+, PBE on fixed one-electron densities, cc-pVTZ")
print(f"  proton distance: {distance:.1f} angstrom")
print(f"  E(shared) - E(on one site), exact in basis: {exact_gain:.4f} eV")
print(f"  E(shared) - E(on one site), PBE: {pbe_gain:.3f} eV")
print(f"  effective curvature K of PBE here: {-4 * error_half:.2f} eV")
print(f"  error at n=1/4 over error at n=1/2: {shape_ratio:.3f} (no unit)")
print("Model parameters")
print(f"  delta = {DELTA:.1f} eV, v = {V_PD:.1f} eV, K = {K:.1f} eV")
print(f"  t = {T_NARROW:.2f} eV, w = {W_MIX:.3f} eV per f.u.")
print("Results at each U (occupations and P have no unit)")
for U, dV, n0, nA, nB, P0, Ph, E_f, s1, s2 in rows:
    print(f"  U = {U:.1f} eV: average voltage shift from U=0: {dV:.3f} V")
    print(f"    n_d at x=0: {n0:.3f}; at x=1/2: {nA:.3f} and {nB:.3f}")
    print(f"    P at x=0: {P0:.4f}; P at x=1/2: {Ph:.4f}")
    print(f"    formation energy at x=1/2: {1000 * E_f:.1f} meV per f.u.")
    print(f"    steps minus average voltage: {s1:+.3f} V, {s2:+.3f} V")
print(f"Integral of P(x=0)/2 over U from 0 to 4 eV: {integrated:.3f} V")
print(f"Voltage shift, lithiated phase covalent, U=4 eV: {reverse_shift:.3f} V")
print("Critical U for phase separation")
print(f"  no ligand, t={T_NARROW} eV, w={W_MIX} eV: {bare_thresholds[0]:.3f} eV")
print(f"  no ligand, t={T_NARROW} eV, w={W_SMALL} eV: {bare_thresholds[1]:.3f} eV")
print(f"  with ligand, t={T_NARROW} eV, w={W_MIX} eV: {U_c_narrow:.3f} eV")
print(f"    d occupations there: {n_at_threshold[0]:.3f}, {n_at_threshold[1]:.3f}")
print(f"  with ligand, t={T_WIDE} eV, w={W_MIX} eV: {U_c_wide:.3f} eV")
print(f"E_f at U=K, t={T_WIDE} eV: {1000 * formation(K, t=T_WIDE):.1f} meV per f.u.")
print(f"Host with w = {W_ORDER} eV, t = {T_NARROW} eV: E_f in meV per f.u.")
for U, value in zip(U_values, ordering):
    print(f"  U = {U:.1f} eV: {1000 * value:.1f} meV")
print("all tests passed")
```

Output:

```
Stretched H2+, PBE on fixed one-electron densities, cc-pVTZ
  proton distance: 6.0 angstrom
  E(shared) - E(on one site), exact in basis: -0.0020 eV
  E(shared) - E(on one site), PBE: -2.179 eV
  effective curvature K of PBE here: 8.71 eV
  error at n=1/4 over error at n=1/2: 0.728 (no unit)
Model parameters
  delta = 2.0 eV, v = 1.0 eV, K = 4.0 eV
  t = 0.10 eV, w = 0.080 eV per f.u.
Results at each U (occupations and P have no unit)
  U = 0.0 eV: average voltage shift from U=0: 0.000 V
    n_d at x=0: 0.266; at x=1/2: 0.560 and 0.560
    P at x=0: 0.1952; P at x=1/2: 0.2464
    formation energy at x=1/2: -290.2 meV per f.u.
    steps minus average voltage: +0.580 V, -0.580 V
  U = 2.0 eV: average voltage shift from U=0: 0.182 V
    n_d at x=0: 0.211; at x=1/2: 0.564 and 0.564
    P at x=0: 0.1664; P at x=1/2: 0.2459
    formation energy at x=1/2: -135.0 meV per f.u.
    steps minus average voltage: +0.270 V, -0.270 V
  U = 4.0 eV: average voltage shift from U=0: 0.328 V
    n_d at x=0: 0.147; at x=1/2: 0.569 and 0.569
    P at x=0: 0.1252; P at x=1/2: 0.2452
    formation energy at x=1/2: 37.3 meV per f.u.
    steps minus average voltage: -0.075 V, +0.075 V
  U = 6.0 eV: average voltage shift from U=0: 0.432 V
    n_d at x=0: 0.093; at x=1/2: 0.997 and 0.095
    P at x=0: 0.0840; P at x=1/2: 0.0444
    formation energy at x=1/2: 77.6 meV per f.u.
    steps minus average voltage: -0.155 V, +0.155 V
Integral of P(x=0)/2 over U from 0 to 4 eV: 0.328 V
Voltage shift, lithiated phase covalent, U=4 eV: -0.328 V
Critical U for phase separation
  no ligand, t=0.1 eV, w=0.08 eV: 3.760 eV
  no ligand, t=0.1 eV, w=0.015 eV: 4.333 eV
  with ligand, t=0.1 eV, w=0.08 eV: 3.586 eV
    d occupations there: 0.568, 0.568
  with ligand, t=0.3 eV, w=0.08 eV: 4.516 eV
E_f at U=K, t=0.3 eV: -47.9 meV per f.u.
Host with w = -0.02 eV, t = 0.1 eV: E_f in meV per f.u.
  U = 0.0 eV: -390.2 meV
  U = 2.0 eV: -235.0 meV
  U = 4.0 eV: -62.7 meV
  U = 6.0 eV: -22.4 meV
all tests passed
```
